# The Bailar Twist of M(AB)3 as a Donor Permutation

## Result

Let a metal M hold three identical unsymmetrical chelates AB at the six corners of an octahedron. Exactly one of the four threefold axes of that octahedron has every chelate joining its two opposite triangular faces. Call it the skeletal axis.

**Theorem.** The Bailar twist about the skeletal axis is a cyclic permutation of the three donors on one face, the other three staying in place. It converts each isomer into its mirror image and conserves the facial or meridional class:

$$
\textit{fac-}\Delta\leftrightarrow\textit{fac-}\Lambda,\qquad
\textit{mer-}\Delta\leftrightarrow\textit{mer-}\Lambda .
$$

**Assumptions.** All six metal–donor bonds persist. Each chelate spans a cis edge before and after the twist, since it is too short to reach a trans site. The ligands are achiral, or change their own conformation fast enough to count as achiral.

In a *fac* isomer no two A donors are trans, and the skeletal axis is a true threefold axis. In a *mer* isomer one pair of A donors is trans. The axis is then only pseudo-threefold: it is a symmetry of the skeleton, but not of the A and B labels. The words "pseudo-threefold axis" mean this axis throughout; some texts use them for the other three axes, about which the theorem does not hold. The same face turn about another threefold axis of the octahedron is the Rây–Dutt twist, which can exchange *fac* and *mer*, as shown below.

## Sites and handedness

Set the skeletal axis vertical. With $k=0,1,2$ counted modulo 3, the upper sites $t_k$ lie at azimuth $120^\circ k$ and the lower sites $b_k$ at $120^\circ k+60^\circ$, counterclockwise seen from above. The site trans to $t_k$ has azimuth $120^\circ k+180^\circ$, so it is $b_{k+1}$.

**Lemma 1.** There are eight ways to place three chelates on cis edges. Each has exactly one skeletal axis, and each axis serves two of them, of opposite hand.

*Proof.* Six sites can be paired in 15 ways. If one given trans pair is present, the other four sites can be paired in 3 ways; if two are present, the third follows. Inclusion and exclusion over the three trans pairs leaves

$$
15-3\cdot3+3\cdot1-1=8
$$

pairings without a trans pair.

Now consider pairings that join the two faces of a chosen axis. The site $t_0$ may be joined to $b_0$ or $b_2$, but not to its trans site $b_1$. If $t_0$ takes $b_0$, then $t_2$, whose trans site is $b_0$, can take $b_1$ or $b_2$, and $t_1$, whose trans site is $b_2$, must take $b_1$. Hence $t_2$ takes $b_2$. If $t_0$ takes $b_2$, then $t_2$ must take $b_1$, because $b_0$ is trans to it, and $t_1$ takes $b_0$. The two solutions are

$$
t_k\text{–}b_k\qquad\text{and}\qquad t_k\text{–}b_{k-1}.
$$

For uniqueness, label the sites $\pm x,\pm y,\pm z$. One solution for the axis $(1,1,1)$ is

$$
\{x,-y\},\quad\{y,-z\},\quad\{z,-x\}. \tag{1}
$$

The axis $(1,1,-1)$ has $\{y,-z\}$ within one face, $(1,-1,1)$ has $\{x,-y\}$ within one face, and $(-1,1,1)$ has $\{z,-x\}$ within one face. None of them is skeletal. Inversion through M gives the other solution and maps every axis to itself, so the same holds there. Rotations carry $(1,1,1)$ to the other axes. Four axes with two solutions each therefore give eight distinct pairings, which is all of them. ∎

Define $\delta$ as the azimuth of a chelate's lower donor minus that of its upper donor. The pairing $t_k$–$b_k$ has $\delta=+60^\circ$, and $t_k$–$b_{k-1}$ has $\delta=-60^\circ$. Going up a chelate changes the azimuth by $-\delta$. A counterclockwise turn while rising is a right-handed screw, so $\delta=-60^\circ$ is $\Delta$ and $\delta=+60^\circ$ is $\Lambda$. Turning the complex upside down exchanges upper and lower donors and also reverses the sense of azimuth. These two sign changes cancel, so $\delta$ does not depend on which end of the axis is called up.

## The twist as a permutation

Both pairings, and the forbidden one, have the form $t_k$–$b_{k+s}$, with

$$
s=0:\ \Lambda,\qquad s=-1:\ \Delta,\qquad s=+1:\ \text{all chelates trans}.
$$

Turning the upper face by $+120^\circ$ moves the donor at $t_k$ to $t_{k+1}$. This is the 3-cycle

$$
\pi=(t_0\,t_1\,t_2),\qquad
P_\pi=\begin{pmatrix}C&0\\0&I\end{pmatrix},\qquad
C=\begin{pmatrix}0&0&1\\1&0&0\\0&1&0\end{pmatrix}, \tag{2}
$$

where $P_\pi$ acts on the column of donor labels at $(t_0,t_1,t_2,b_0,b_1,b_2)$.

**Lemma 2.** The allowed twist is $\pi$ for $\Lambda$ and $\pi^{-1}$ for $\Delta$. Each reverses the hand of the skeleton.

*Proof.* Under $\pi$ the chelate $t_k$–$b_{k+s}$ becomes $t_{k+1}$–$b_{k+s}$. Writing $j=k+1$, this is $t_j$–$b_{j+s-1}$. Thus $\pi$ sends $s$ to $s-1$, and $\pi^{-1}$ sends $s$ to $s+1$. From $\Lambda$, $\pi$ gives $s=-1$, which is $\Delta$, while $\pi^{-1}$ gives the forbidden $s=+1$. From $\Delta$, $\pi^{-1}$ gives $s=0$, which is $\Lambda$, while $\pi$ gives $s=-2\equiv+1$, which is forbidden. ∎

The return path is therefore $\pi^{-1}$ and not a second $\pi$. The permutation $\pi$ is also not a disguised rotation of the whole complex: it leaves $b_0,b_1,b_2$ fixed, and these three directions from M are linearly independent, so a rigid rotation fixing them would be the identity. Turning the lower face by $-120^\circ$ instead gives the same product up to a rotation of the whole molecule by $120^\circ$.

## Conservation of fac and mer

**Lemma 3.** Let $n$ be the number of A donors on the upper face. The isomer is *fac* if $n=0$ or $3$, and *mer* if $n=1$ or $2$.

*Proof.* Each chelate has one donor on each face. If $n=3$ or $0$, all A donors share one face. A face contains no trans pair, so the isomer is *fac*.

If $n=2$, one chelate has its A donor below. The site trans to that donor is on the upper face. It is not occupied by the same chelate, because a chelate is cis. It therefore belongs to one of the other two chelates, and both of these carry A above. Two A donors are trans, and the isomer is *mer*. For $n=1$ the same argument holds with the faces exchanged. ∎

The twist permutes donors within the upper face and leaves the lower face alone, so $n$ is conserved. In matrix terms, each column of $C$ sums to one, and the sum of the upper labels cannot change. The twist cannot interconvert *fac* and *mer*.

## The product is the true mirror image

Lemma 2 concerns the skeleton. It remains to show that the labelled product is the enantiomer of the labelled reactant.

*Proof of the theorem.* Reflect the reactant in a vertical plane containing the axis and $t_0$. Azimuths change sign, so $\delta\to-\delta$, while upper donors stay above and $n$ is unchanged. The mirror image and the Bailar product thus have the same hand and the same $n$. Two arrangements of equal hand and equal $n$ are the same isomer, for the following reason.

For a fixed axis and hand there are $2^3=8$ arrangements, since each chelate can carry A up or down. The skeleton has three rotations about the vertical axis (counting the identity) and three half-turns about horizontal axes, each through the midpoint of a chelate. The vertical rotations permute the chelates cyclically, so the three arrangements with $n=2$ are one isomer, and so are the three with $n=1$. A half-turn exchanges above and below, hence $n\to3-n$. It joins $n=3$ to $n=0$, and $n=2$ to $n=1$. The eight arrangements form two classes, a *fac* class of two and a *mer* class of six.

The product is therefore the mirror image of the reactant up to a rigid rotation. It is not the reactant itself, because a rigid rotation cannot change a right-handed screw into a left-handed one. ∎

With four skeletal axes there are $4\times2=8$ arrangements for each of *fac*-$\Delta$ and *fac*-$\Lambda$, and $4\times6=24$ for each of *mer*-$\Delta$ and *mer*-$\Lambda$, or 64 in total.

If the ligands carry a fixed chirality of their own, the twist still reverses the skeleton and conserves $n$. It does not reverse the ligands, so the product is a diastereomer and not an enantiomer. If A and B are identical, the reversal of hand remains and the distinction between *fac* and *mer* disappears.

## The continuous path

A permutation compares end points. To see where handedness vanishes, let the faces lie at heights $\pm h$ with radius $r$, and let $\delta$ vary. For chelate $k$, let $\mathbf e_k$ be the horizontal unit vector toward its midpoint and $\mathbf f_k=\hat{\mathbf z}\times\mathbf e_k$. The upper donor lies at angle $-\delta/2$ from $\mathbf e_k$ and the lower at $+\delta/2$. The upward chelate vector and the midpoint are

$$
\mathbf d_k=2h\,\hat{\mathbf z}-2r\sin\tfrac{\delta}{2}\,\mathbf f_k,\qquad
\mathbf m_k=r\cos\tfrac{\delta}{2}\,\mathbf e_k .
$$

Measure the handedness of two chelates by

$$
V=(\mathbf d_1\times\mathbf d_2)\cdot(\mathbf m_2-\mathbf m_1).
$$

Rotations leave $V$ unchanged and reflections reverse it. Since $\hat{\mathbf z}\times\mathbf f_2=-\mathbf e_2$ and $\mathbf f_1\times\hat{\mathbf z}=\mathbf e_1$,

$$
\mathbf d_1\times\mathbf d_2=4hr\sin\tfrac{\delta}{2}\,(\mathbf e_2-\mathbf e_1)
+4r^2\sin^2\tfrac{\delta}{2}\,\mathbf f_1\times\mathbf f_2 .
$$

The last term is vertical and drops out of the product with the horizontal vector $\mathbf m_2-\mathbf m_1$. The midpoints are $120^\circ$ apart, so $|\mathbf e_2-\mathbf e_1|^2=2-2\cos120^\circ=3$, and

$$
V=12hr^2\sin\tfrac{\delta}{2}\cos\tfrac{\delta}{2}=6hr^2\sin\delta . \tag{3}
$$

$V$ is positive for $\Lambda$, negative for $\Delta$, and zero at $\delta=0$, the trigonal prism.

Suppose that the metal–donor distance $R$ and a bite angle of $90^\circ$ are held fixed. The bite distance is then $\sqrt2R$, and

$$
2r^2(1-\cos\delta)+4h^2=2R^2,\qquad r^2=R^2-h^2 .
$$

Inserting $r^2$ gives $2R^2(1-\cos\delta)+2h^2(1+\cos\delta)=2R^2$, hence

$$
h^2=R^2\,\frac{\cos\delta}{1+\cos\delta}. \tag{4}
$$

For a rough Mn–O distance $R=0.20$ nm, the bite distance is 0.2828 nm and the path is:

| $\delta$ | $h$ (nm) | $r$ (nm) | $V$ ($10^{-3}$ nm³) |
|---:|---:|---:|---:|
| $60^\circ$ | 0.1155 | 0.1633 | 16.00 |
| $30^\circ$ | 0.1363 | 0.1464 | 8.76 |
| $0^\circ$ | 0.1414 | 0.1414 | 0.00 |
| $-30^\circ$ | 0.1363 | 0.1464 | −8.76 |
| $-60^\circ$ | 0.1155 | 0.1633 | −16.00 |

The faces move apart and shrink on the way to the prism, because untwisted chelates stand upright and need more height.

The labelled prism is achiral too. A vertical mirror through one upright chelate exchanges the other two and keeps above and below. In *fac* all chelates point the same way, so all three such mirrors survive. In *mer* the mirror through the oppositely directed chelate survives, and the other two fail. One mirror is enough to make the prism achiral. This symmetric path is an idealization. Unequal M–A and M–B distances make the two faces of *fac* differ in height, in radius or in both, and in *mer* they can also distort the threefold skeleton. The theorem needs only the end points.

## The other three axes

**Proposition.** A Rây–Dutt twist also reverses the hand. From *fac*, all three such twists give *mer*. From *mer*, one gives *fac* and two give *mer*.

*Proof.* Take pairing (1), for which the donors $x,y,z$ are up. With $R=1$, its first two chelates have $\mathbf d_1=(1,1,0)$, $\mathbf d_2=(0,1,1)$ and $\mathbf m_2-\mathbf m_1=\tfrac12(-1,2,-1)$. Their cross product is $(1,-1,1)$, so $V=-2$, and the pairing is $\Delta$.

Turn the face $\{x,y,-z\}$ of the axis $(1,1,-1)$. One chelate, $\{x,-y\}$, crosses between the faces of this axis. Its donor at $x$ must not go to $y$, which is trans to $-y$. The allowed turn is therefore $x\to-z\to y\to x$, and it gives

$$
\{-z,-y\},\quad\{x,y\},\quad\{z,-x\}.
$$

The new skeletal axis is $(1,-1,1)$, with $x,-y,z$ up. For $\{x,y\}$ and $\{-y,-z\}$, the upward vectors are $(1,-1,0)$ and $(0,-1,1)$, with cross product $(-1,-1,-1)$. The midpoint difference is $\tfrac12(-1,-2,-1)$. Hence $V=+2$, and the product is $\Lambda$.

The product is *fac* if its A donors occupy $\{x,-y,z\}$ or the opposite face $\{-x,y,-z\}$. Traced back through the turn, these donors came from $\{y,-y,z\}$ or $\{-x,x,-z\}$. In both cases the crossing chelate $\{x,-y\}$ was directed oppositely to the other two. A *fac* reactant has no such chelate, so it gives *mer*. A *mer* reactant has exactly one.

Rotation by $120^\circ$ about $(1,1,1)$ preserves pairing (1) and permutes the three remaining axes, each with its own crossing chelate. Exactly one of the three twists of a *mer* reactant thus gives *fac*. Rotations and reflections extend the result to all eight pairings. ∎

Reversal of handedness therefore does not identify the Bailar twist. Within these two mechanisms, conversion between *fac* and *mer* does identify a Rây–Dutt step.

## Example: a heated precursor line

Consider a manganese(III) tris(β-diketonate) vapour with unsymmetrical ligands at 420 K, spending 10 ms in a delivery line. The starting state is an idealized pure *fac*-$\Delta$ sample. The chosen free-energy barriers are 0.80 eV for the Bailar route and 1.00 eV for each Rây–Dutt route. They are model inputs, not measured or computed properties of a particular compound. Their order is also a choice, made to display the selection rule, and it may be reversed in a real diketonate (see the comparison below).

With $k_{\rm b}$ the Boltzmann constant and $h_{\rm P}$ the Planck constant, transition-state theory gives

$$
k=\frac{k_{\rm b}T}{h_{\rm P}}\exp\!\left(-\frac{\Delta G^\ddagger}{k_{\rm b}T}\right).
$$

Write $k_B$ for the rate of the Bailar route and $k_R$ for the rate of each Rây–Dutt route; $k_B$ is not the Boltzmann constant, which is $k_{\rm b}$. Here $k_{\rm b}T=0.03619$ eV, so $k_B=2200$ s⁻¹ and $k_R=8.76$ s⁻¹. Their ratio is $\exp(0.20/0.03619)\approx251$.

Assume equal energies for *fac* and *mer*, and equal rates for all routes of one kind. Every arrangement has one Bailar and three Rây–Dutt routes, and each reverses the hand. If $p_\Delta$ and $p_\Lambda$ are the total populations, then

$$
\dot p_\Delta=-(k_B+3k_R)(p_\Delta-p_\Lambda)=-\dot p_\Lambda .
$$

The excess $X=p_\Delta-p_\Lambda$ obeys $\dot X=-2(k_B+3k_R)X$. For the *fac* fraction $f$, three routes lead out and one leads back from *mer*:

$$
\dot f=-3k_Rf+k_R(1-f)=k_R-4k_Rf .
$$

With $X(0)=f(0)=1$,

$$
X(t)=e^{-2(k_B+3k_R)t},\qquad
f(t)=\tfrac14+\tfrac34e^{-4k_Rt}. \tag{5}
$$

The excess has the decay time $1/[2(2200+26.3)]\ \text{s}=0.225$ ms, in which it falls by a factor of e, and 0.64 of it remains after 0.1 ms. The *fac* fraction has the relaxation time $1/(4\times8.76)\ \text{s}=28.5$ ms. After 10 ms it is $0.25+0.75\,e^{-0.350}=0.78$, when the handedness is long lost. With $k_R=0$ the *fac* fraction would stay at 1. At 300 K, with the same 0.80 eV barrier, the Bailar rate is 0.23 s⁻¹, so by this route alone the excess would have a decay time of about 2 s.

### Comparison with the real case

Manganese(III) diketonates are real precursor compounds, and high-spin $d^4$ Mn(III) is subject to Jahn–Teller distortion. Take rough bond lengths of 0.19 nm along two axes and 0.21 nm along the third. For semi-axes $a,b,c$, repeating the calculation for pairing (1) gives $|V|=2abc=15.2\times10^{-3}$ nm³, against 16.0 for the regular core. The handedness remains well defined, and the face-counting proof uses no bond lengths. The single rates in (5) are an assumption even without the distortion: symmetry does not relate the Bailar routes of *fac* to those of *mer*, or the Rây–Dutt routes that exchange *fac* and *mer* to those that keep *mer*. A long axis fixed in one direction also makes the three Rây–Dutt routes out of *fac* inequivalent. If that axis changes direction much faster than the twists occur, these three become equal again on average.

The separation of time scales found above rests on the assumed order of the two barriers. A crude model of rigid chelates whose donors repel as $r^{-n}$, with $n=1$, 6 or 12, gives the opposite order at a bite angle of $90^\circ$: the Bailar barrier is 1.5 to 1.7 times the Rây–Dutt barrier, and it becomes the lower one only for bite angles below about $81^\circ$. That model ignores ligand-field and Jahn–Teller effects, so it does not settle the order for a Mn(III) compound. If the two barriers are exchanged, (5) gives $f=0.56$ and $X=0.27$ after 0.1 ms and $f=0.25$ after 10 ms, so handedness and the *fac* excess are lost together.

The rates depend exponentially on the barriers. At 420 K an error of 0.05 eV changes a rate by a factor of 3.98. Applied to the Rây–Dutt barrier alone, it moves the *fac* fraction at 10 ms from 0.78 to about 0.44 if the barrier is lower, or 0.94 if it is higher.

If *fac* lies 0.03 eV above *mer*, and the rate from *fac* to *mer* is held fixed, detailed balance multiplies the return rate by $w=e^{-0.03/0.03619}$. The equilibrium fraction $w/(3+w)$ is 0.127 instead of 0.25, but the value at 10 ms falls only to 0.77. The Wigner tunnelling factor, $1+(h_{\rm P}\nu/k_{\rm b}T)^2/24$, is 1.005 for a rough imaginary twist frequency of 100 cm⁻¹.

The selection rule also requires that all six bonds persist. After an arm opens, another donor can move into the vacant site and the arm can close at the site left free, which can change *fac* into *mer*. With an assumed opening barrier of 1.20 eV for each of six bonds, the probability of an opening within 10 ms is 0.2%. At 1.025 eV the total opening rate $6k_{\rm open}$ equals the Rây–Dutt loss rate $3k_R$, since the required factor of one half costs $k_{\rm b}T\ln2=0.025$ eV. Below that barrier, a *fac* molecule opens an arm more often than it takes a Rây–Dutt route, although an arm that returns to its own site changes nothing. Observed conversion between *fac* and *mer* would then not by itself be evidence for a twist, and decomposition or reaction at the walls would also lie outside the model.
